**Linear Stark effect of an acceptor quartet on a tetrahedral site**

The result under test is $H=(p/\sqrt3)(F_xQ_x+F_yQ_y+F_zQ_z)$, where $Q_x=J_yJ_z+J_zJ_y$ and cyclic, $J_i$ are the spin-3/2 matrices, $\mathbf F$ is the electric field and $p$ is a dipole moment. For a field along [001] the levels are $\pm pF$, each twofold. The program solves the symmetry conditions numerically and asserts that they allow two linear couplings for $T_d$ alone, one with time reversal, and none with inversion added. It also asserts that an 18-state orbital model with spin-orbit coupling and a potential proportional to $xyz$ reproduces this Hamiltonian, with equal small-field splittings in four directions. Removing the $xyz$ potential reduces the [001] half-splitting per unit field from 0.127 to $10^{-6}$ in model units. For an assumed dipole of 1 debye and a field of 10 kV/cm, the output gives a splitting of about 42 µeV, or 10 GHz. With the rough inputs used, a shear strain of $10^{-6}$ changes this splitting more than the ceiling on the quadratic Stark effect does.

## Verification by program

```python
# Result under test: for an acceptor quartet (J = 3/2) on a tetrahedral site the
# only time-reversal-even coupling linear in the electric field F is
#     H = (p/sqrt3) * (Fx Qx + Fy Qy + Fz Qz),  Qx = Jy Jz + Jz Jy and cyclic,
# with levels +pF and -pF (each twofold) for F along [001].
# p: dipole moment; basis order m = 3/2, 1/2, -1/2, -3/2; x, y, z: cube axes.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, sqrtm

# ---------- angular momentum matrices of the quartet ----------
m_values = np.array([1.5, 0.5, -0.5, -1.5])
J_plus = np.zeros((4, 4), complex)
for k in range(3):
    m = m_values[k + 1]
    J_plus[k, k + 1] = np.sqrt(3.75 - m * (m + 1))
J = [(J_plus + J_plus.conj().T) / 2,
     (J_plus - J_plus.conj().T) / 2j,
     np.diag(m_values).astype(complex)]
Q = [J[(i + 1) % 3] @ J[(i + 2) % 3] + J[(i + 2) % 3] @ J[(i + 1) % 3]
     for i in range(3)]
tetragonal = J[2] @ J[2] - 1.25 * np.eye(4)


def stark(p, field):
    return p / np.sqrt(3) * sum(f * q for f, q in zip(field, Q))


# ---------- count the allowed couplings from the group operations ----------
def rotation(axis, angle):
    n = np.array(axis, float) / np.linalg.norm(axis)
    generator = np.array([[0, -n[2], n[1]], [n[2], 0, -n[0]], [-n[1], n[0], 0]])
    spin_rotation = expm(-1j * angle * sum(a * b for a, b in zip(n, J)))
    return spin_rotation, expm(angle * generator)


def covariance_rows(U, R):
    # U M_j U^dagger = sum_i R_ij M_i for the three unknown matrices M_j
    return np.kron(np.eye(3), np.kron(U, U.conj())) - np.kron(R.T, np.eye(16))


def null_space(rows):
    _, s, vh = np.linalg.svd(np.vstack(rows))
    return vh[s < 1e-9].conj()


U3, R3 = rotation([1, 1, 1], 2 * np.pi / 3)
U4, R4 = rotation([0, 0, 1], np.pi / 2)
td_rows = [covariance_rows(U3, R3), covariance_rows(U4, -R4)]  # S4 is improper
transpose = np.zeros((16, 16))
for a in range(4):
    for b in range(4):
        transpose[4 * a + b, 4 * b + a] = 1
K = expm(-1j * np.pi * J[1])
# for Hermitian M, time reversal sends M to K M^T K^dagger
even_rows = np.kron(np.eye(3), np.kron(K, K.conj()) @ transpose) - np.eye(48)
inversion_rows = covariance_rows(np.eye(4), -np.eye(3))
n_td = len(null_space(td_rows))
allowed = null_space(td_rows + [even_rows])
n_even = len(allowed)
n_inversion = len(null_space(td_rows + [even_rows, inversion_rows]))
assert (n_td, n_even, n_inversion) == (2, 1, 0)
q_vector = np.concatenate([q.ravel() for q in Q])
q_overlap = abs(np.vdot(allowed[0], q_vector)) / np.linalg.norm(q_vector)
assert abs(q_overlap - 1) < 1e-10
n_even_operators = int(round((16 + np.trace(
    np.kron(K, K.conj()) @ transpose).real) / 2))
assert n_even_operators == 6

# ---------- levels, states and isotropy ----------
directions = {"[001]": [0, 0, 1], "[110]": [1, 1, 0], "[111]": [1, 1, 1],
              "[123]": [1, 2, 3]}
for d in directions.values():
    unit = np.array(d) / np.linalg.norm(d)
    assert np.allclose(np.linalg.eigvalsh(stark(1.0, unit)), [-1, -1, 1, 1])
for sign in (1, -1):
    for state in ([1, 0, sign * 1j, 0], [0, 1, 0, sign * 1j]):
        v = np.array(state) / np.sqrt(2)
        assert np.allclose(stark(1.0, [0, 0, 1]) @ v, sign * v)
_, vectors = np.linalg.eigh(stark(1.0, [0, 0, 1]))
heavy_weight = np.sum(abs(vectors[[0, 3], 2:]) ** 2) / 2
assert abs(heavy_weight - 0.5) < 1e-12
mixed = stark(0.7, [0, 0, 1]) + 0.4 * tetragonal
assert np.allclose(np.linalg.eigvalsh(mixed),
                   np.hypot(0.7, 0.4) * np.array([-1, -1, 1, 1]))

# ---------- orbital model: s, p, d shells, spin, and a potential ~ xyz ----------
x, y, z = sp.symbols("x y z", real=True)
orbitals = [sp.Integer(1), sp.sqrt(3) * x, sp.sqrt(3) * y, sp.sqrt(3) * z,
            sp.sqrt(15) * x * y, sp.sqrt(15) * y * z, sp.sqrt(15) * z * x,
            sp.sqrt(15) / 2 * (x**2 - y**2),
            sp.sqrt(5) / 2 * (2 * z**2 - x**2 - y**2)]
cos_t, w_t = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * np.arange(16) / 16
ct, ph = np.meshgrid(cos_t, phi, indexing="ij")
weight = (np.repeat(w_t[:, None], 16, axis=1) / 32).ravel()
st = np.sqrt(1 - ct**2)
X, Y, Z = (st * np.cos(ph)).ravel(), (st * np.sin(ph)).ravel(), ct.ravel()


def on_sphere(expression):
    return sp.lambdify((x, y, z), expression, "numpy")(X, Y, Z) * np.ones_like(X)


values = np.array([on_sphere(f) for f in orbitals])
assert np.allclose((values * weight) @ values.T, np.eye(9))
r = (x, y, z)
L = []
for k in range(3):
    a, b = (k + 1) % 3, (k + 2) % 3
    turned = np.array([on_sphere(r[a] * sp.diff(f, r[b]) - r[b] * sp.diff(f, r[a]))
                       for f in orbitals])
    L.append(-1j * (values * weight) @ turned.T)
S = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
     np.diag([0.5, -0.5])]
position = [np.kron((values * weight * c) @ values.T, np.eye(2)) for c in (X, Y, Z)]
octupole = np.kron((values * weight * X * Y * Z) @ values.T, np.eye(2))
J_full = [np.kron(L[k], np.eye(2)) + np.kron(np.eye(9), S[k]) for k in range(3)]
shells = np.kron(np.diag([1.5] + [0.0] * 3 + [1.0] * 5), np.eye(2))
spin_orbit = -0.3 * sum(np.kron(L[k], S[k]) for k in range(3))


def orbital_hamiltonian(strength):
    return shells + spin_orbit + strength * octupole


strength = 4.0
energies, states = np.linalg.eigh(orbital_hamiltonian(strength))
assert np.ptp(energies[:4]) < 1e-10 and energies[4] - energies[3] > 0.05
# symmetry-adapted basis: J = 3/2 states of the p shell projected on the quartet
top = np.zeros(18, complex)
top[2], top[4] = -1 / np.sqrt(2), -1j / np.sqrt(2)   # -(px + i py)/sqrt2, spin up
ladder = [top]
for m in (1.5, 0.5, -0.5):
    ladder.append((J_full[0] - 1j * J_full[1]) @ ladder[-1]
                  / np.sqrt(3.75 - m * (m - 1)))
quartet = states[:, :4]
basis = quartet @ (quartet.conj().T @ np.array(ladder).T)
basis = basis @ np.linalg.inv(sqrtm(basis.conj().T @ basis))
dipoles = [basis.conj().T @ c @ basis for c in position]
p_model = (1j * dipoles[2][0, 2]).real
assert abs(p_model) > 0.01
for i in range(3):
    assert np.allclose(dipoles[i], p_model / np.sqrt(3) * Q[i], atol=1e-9)


def half_splitting_slope(octupole_strength, direction, field=1e-5):
    unit = np.array(direction) / np.linalg.norm(direction)
    H = orbital_hamiltonian(octupole_strength) + field * sum(
        u * c for u, c in zip(unit, position))
    e = np.linalg.eigvalsh(H)[:4]
    return (e[2] + e[3] - e[0] - e[1]) / (4 * field)


slopes = {name: half_splitting_slope(strength, d) for name, d in directions.items()}
for slope in slopes.values():
    assert abs(slope / abs(p_model) - 1) < 2e-3   # quadratic effect at finite field
slope_without = half_splitting_slope(0.0, [0, 0, 1])
assert slope_without < 1e-2 * abs(p_model)

# second-order operator for a field along z: common shift plus tetragonal term
coupling = basis.conj().T @ position[2] @ states[:, 4:]
second = (coupling / (energies[0] - energies[4:])) @ coupling.conj().T
mean_shift = np.trace(second).real / 4
tetra_part = np.trace(second @ tetragonal).real / 4
assert np.allclose(second, mean_shift * np.eye(4) + tetra_part * tetragonal, atol=1e-9)
assert mean_shift < 0 and abs(tetra_part) <= abs(mean_shift)
z_squared = np.trace(basis.conj().T @ position[2] @ position[2] @ basis).real / 4
closure_model = z_squared / (energies[4] - energies[0])
assert abs(mean_shift) <= closure_model

# ---------- worked example: deep acceptor in silicon, rough typical values ----------
e, hbar, kB, h = const.e, const.hbar, const.k, const.h
debye = 1e-21 / const.c
p = 1.0 * debye
F = 10e5                      # V/m, that is 10 kV/cm
T = 0.1                       # K
binding = 0.155 * e           # J
hole_mass = 0.25 * const.m_e
odd_excitation = 0.14 * e     # lowest p-like excited state
doublet_gap = 0.020 * e       # nearby doublet
strain = 1e-6
b_def, d_def = 1.5, 4.0       # eV, tetragonal and shear deformation potentials
breakdown = 300e5             # V/m
ueV = 1e-6 * e

levels = np.linalg.eigvalsh(stark(p * F / ueV, [0, 0, 1]))
half = p * F / ueV
assert np.allclose(levels, [-half, -half, half, half])
splitting = levels[3] - levels[0]
boltzmann = np.exp(-levels * ueV / (kB * T))
upper = boltzmann[2:].sum() / boltzmann.sum()
assert abs(upper - 1 / (1 + np.exp(2 * p * F / (kB * T)))) < 1e-12

decay = hbar / np.sqrt(2 * hole_mass * binding)
norm = quad(lambda s: s**2 * np.exp(-2 * s), 0, np.inf)[0]
z2_reduced = quad(lambda s: s**4 * np.exp(-2 * s), 0, np.inf)[0] / norm / 3
assert abs(z2_reduced - 1) < 1e-8
quadratic = (e * F * decay) ** 2 * z2_reduced / odd_excitation / ueV
with_quadratic = np.ptp(np.linalg.eigvalsh(
    stark(half, [0, 0, 1]) + quadratic * tetragonal))
doublet_shift = (p * F) ** 2 / doublet_gap / ueV
tetra_strain = b_def * strain * 1e6
shear_strain = d_def * strain * 1e6
with_tetra = np.ptp(np.linalg.eigvalsh(
    stark(half, [0, 0, 1]) + tetra_strain * tetragonal))
with_shear = np.ptp(np.linalg.eigvalsh(
    stark(half, [0, 0, 1]) + shear_strain * Q[2] / np.sqrt(3)))
# barrier integral of the decay constant through a triangular barrier
width = binding / (e * F)
tunnel = 2 * width * np.sqrt(2 * hole_mass * binding) / hbar * quad(
    lambda s: np.sqrt(1 - s), 0, 1)[0]
tunnel_formula = 4 * np.sqrt(2 * hole_mass) * binding**1.5 / (3 * hbar * e * F)
assert abs(tunnel / tunnel_formula - 1) < 1e-7

print("SYMMETRY COUNT")
print(f"time-even operators on the quartet: {n_even_operators} of 16")
print(f"linear couplings, Td only: {n_td}")
print(f"linear couplings, Td and time reversal: {n_even}")
print(f"linear couplings, inversion added: {n_inversion}")
print(f"overlap of the allowed coupling with Q: {q_overlap:.6f}")
print(f"<3/2|Qz|-1/2>: {Q[2][0, 2].imag:.6f} i")
print(f"weight of |m|=3/2 in upper pair: {heavy_weight:.3f}")
print("ORBITAL MODEL (model units)")
print(f"strength of xyz potential: {strength:.1f}")
print(f"p from projected position operator: {p_model:.5f}")
for name, slope in slopes.items():
    print(f"half-splitting / field along {name}: {slope:.5f}")
print(f"same along [001] without xyz potential: {slope_without:.1e}")
print(f"second-order mean shift / field^2: {mean_shift:.4f}")
print(f"second-order tetragonal part / field^2: {tetra_part:.4f}")
print(f"closure bound on mean shift / field^2: {closure_model:.4f}")
print("EXAMPLE: DEEP ACCEPTOR IN SILICON (rough inputs)")
print(f"dipole p: {p / debye:.2f} debye = {p / e * 1e9:.4f} e nm")
print(f"field along [001]: {F / 1e5:.1f} kV/cm")
print(f"temperature: {T:.2f} K, kT = {kB * T / ueV:.2f} ueV")
print(f"lower pair: {levels[0]:.2f} ueV, upper pair: {levels[3]:.2f} ueV")
print(f"splitting: {splitting:.2f} ueV = {splitting * ueV / h / 1e9:.2f} GHz")
print(f"occupation of upper pair: {100 * upper:.2f} %")
print("NEGLECTED EFFECTS")
print(f"binding energy: {binding / e * 1e3:.0f} meV")
print(f"hole mass: {hole_mass / const.m_e:.2f} electron masses")
print(f"decay length: {decay * 1e9:.3f} nm")
print(f"lowest p-like excitation: {odd_excitation / e * 1e3:.0f} meV")
print(f"quadratic Stark shift, overestimate: {quadratic:.2f} ueV")
print(f"splitting with it as tetragonal term: {with_quadratic:.2f} ueV")
print(f"nearby doublet at: {doublet_gap / e * 1e3:.0f} meV")
print(f"shift from that doublet: {doublet_shift:.4f} ueV")
print(f"residual strain: {strain:.0e}")
print(f"deformation potentials: {b_def:.1f} eV, {d_def:.1f} eV (shear)")
print(f"tetragonal strain half-splitting: {tetra_strain:.2f} ueV")
print(f"splitting with tetragonal strain: {with_tetra:.2f} ueV")
print(f"shear strain half-splitting: {shear_strain:.2f} ueV")
print(f"splitting with shear strain xy: {with_shear:.2f} ueV")
print(f"tunnelling exponent: {tunnel:.0f}")
print(f"bulk breakdown field: {breakdown / 1e5:.0f} kV/cm")
print(f"field / breakdown field: {F / breakdown:.3f}")
print(f"free flight to gain binding energy: {width * 1e9:.0f} nm")
print("PASS")
```

Running it gives:

```
SYMMETRY COUNT
time-even operators on the quartet: 6 of 16
linear couplings, Td only: 2
linear couplings, Td and time reversal: 1
linear couplings, inversion added: 0
overlap of the allowed coupling with Q: 1.000000
<3/2|Qz|-1/2>: -1.732051 i
weight of |m|=3/2 in upper pair: 0.500
ORBITAL MODEL (model units)
strength of xyz potential: 4.0
p from projected position operator: 0.12703
half-splitting / field along [001]: 0.12703
half-splitting / field along [110]: 0.12703
half-splitting / field along [111]: 0.12703
half-splitting / field along [123]: 0.12703
same along [001] without xyz potential: 1.0e-06
second-order mean shift / field^2: -0.2991
second-order tetragonal part / field^2: 0.0605
closure bound on mean shift / field^2: 0.8581
EXAMPLE: DEEP ACCEPTOR IN SILICON (rough inputs)
dipole p: 1.00 debye = 0.0208 e nm
field along [001]: 10.0 kV/cm
temperature: 0.10 K, kT = 8.62 ueV
lower pair: -20.82 ueV, upper pair: 20.82 ueV
splitting: 41.64 ueV = 10.07 GHz
occupation of upper pair: 0.79 %
NEGLECTED EFFECTS
binding energy: 155 meV
hole mass: 0.25 electron masses
decay length: 0.992 nm
lowest p-like excitation: 140 meV
quadratic Stark shift, overestimate: 7.02 ueV
splitting with it as tetragonal term: 43.94 ueV
nearby doublet at: 20 meV
shift from that doublet: 0.0217 ueV
residual strain: 1e-06
deformation potentials: 1.5 eV, 4.0 eV (shear)
tetragonal strain half-splitting: 1.50 ueV
splitting with tetragonal strain: 41.75 ueV
shear strain half-splitting: 4.00 ueV
splitting with shear strain xy: 49.64 ueV
tunnelling exponent: 208
bulk breakdown field: 300 kV/cm
field / breakdown field: 0.033
free flight to gain binding energy: 155 nm
PASS
```
